# Gaunt without (SS|SS) integrals: a comment on counting powers of c

**The argument under comment**

The argument concerns four-component calculations in a Gaussian basis that include the Gaunt interaction but omit the Coulomb integrals over four small-component functions, written $(SS|SS)$. It runs as follows. The Coulomb interaction is the leading electron-electron interaction, and Gaunt is a relativistic correction to it. A calculation that drops part of the leading interaction has no right to keep a correction. Therefore $(SS|SS)$ must be included before Gaunt is, and the scheme "Gaunt yes, $(SS|SS)$ no" is inconsistent by order in $1/c$.

The premise about the operators is acceptable, but the conclusion needs the order of each energy contribution, and this depends on the orbitals as well as the operator. I therefore ask how each class of integrals scales with $c$, and then what error the criticized scheme makes.

**What is held fixed**

I use SI units with $k=e^2/(4\pi\varepsilon_0)$. When $c$ is varied, $e$, $\hbar$, the electron mass $m$, $\varepsilon_0$ and the nuclear charge number $Z$ stay fixed. Then $\alpha=k/(\hbar c)$ varies as $1/c$, while $a_0=\hbar^2/(mk)$ and $E_h=k/a_0$ do not change. The orbitals are bound, positive-energy solutions of a mean-field Dirac equation, and the nucleus is fixed.

The two interactions are
$$g_C=\frac{k}{r_{12}},\qquad g_G=-k\,\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}} .$$
The Dirac matrices $\boldsymbol\alpha$ are dimensionless, so $g_G$ has no explicit factor $1/c^2$. Written magnetically, its prefactor is $\mu_0e^2/(4\pi)$ times two velocity operators $c\boldsymbol\alpha$. Since $\mu_0=1/(\varepsilon_0c^2)$, the powers of $c$ cancel. Reading the order from the operator alone would make Gaunt as large as Coulomb, which is also wrong.

**Where the powers of c come from**

Let $\phi_L$ and $\phi_S$ be the large and small two-spinors of an orbital with energy $\varepsilon$, measured from $mc^2$. In a local potential $V$, the lower row of the Dirac equation is
$$c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_L+(V-2mc^2)\phi_S=\varepsilon\phi_S .$$
Solving for $\phi_S$ gives
$$\phi_S=\frac{1}{2mc}\left[1+\frac{\varepsilon-V}{2mc^2}\right]^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi_L\simeq\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}\,\phi_L .\tag{1}$$
Each small component therefore costs one power of $1/c$. Near a point nucleus the bracket cannot be expanded, but the region where this matters has a radius of order $Zk/(2mc^2)$, which shrinks as $c$ grows.

It remains to count small components. For the Coulomb interaction each electron contributes a density,
$$\psi_a^\dagger\psi_b=\phi_{L,a}^\dagger\phi_{L,b}+\phi_{S,a}^\dagger\phi_{S,b},$$
with zero or two labels $S$. For Gaunt each electron contributes a current. Because $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in its off-diagonal blocks,
$$\psi_a^\dagger\boldsymbol\alpha\psi_b=\phi_{L,a}^\dagger\boldsymbol\sigma\phi_{S,b}+\phi_{S,a}^\dagger\boldsymbol\sigma\phi_{L,b},$$
with one label $S$ in each term. Multiplying the factors of the two electrons gives the leading orders:

- $(LL|LL)$: no small component, $c^0$.
- $(LL|SS)$ and $(SS|LL)$: two small components, $c^{-2}$.
- Gaunt $(LS|LS)$, $(LS|SL)$ and their conjugates: two small components, $c^{-2}$.
- $(SS|SS)$: four small components, $c^{-4}$.

These are leading orders. The orbitals also depend on $c$, so each class has corrections of higher order, and even the $(LL|LL)$ energy varies slightly with $c$.

**The same count in a Gaussian basis**

One may worry that the integrals in a program do not look small. Expand
$$\phi_L=\sum_\mu A_\mu\chi_\mu,\qquad \phi_S=\sum_\mu B_\mu\,\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu,$$
where the small functions satisfy kinetic balance but carry no factor $1/(2mc)$. All their integrals are then independent of $c$. Let $\Pi$ be the matrix of $p^2$ over the $\chi_\mu$, and $W$ the matrix of $V$ over the small functions. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, $\Pi$ is also the overlap of the small functions, and the lower row becomes
$$c\,\Pi A+(W-2mc^2\Pi)B=\varepsilon\,\Pi B .$$
Moving the term in $2mc^2$ to one side and multiplying by $\Pi^{-1}/(2mc^2)$,
$$B=\frac{A}{2mc}+\frac{\Pi^{-1}W-\varepsilon}{2mc^2}\,B .$$
For a fixed basis the second term is of relative order $c^{-2}$ as $c\to\infty$, so $B\simeq A/(2mc)$ in that limit. At the physical $c$ the relation can fail for the coefficients of very tight functions, which describe the region near a point nucleus and carry little weight. Here the coefficients carry the power of $c$. If $1/(2mc)$ is put into the basis functions instead, the integrals carry it. The products of coefficients and integrals are the same. The size of a bare $(SS|SS)$ integral says nothing until the normalization of the small functions is stated.

**An explicit case: two 1s electrons**

The counting can be checked on a closed $1s^2$ shell, where the angular work can be done completely. With $\mathbf n=\mathbf r/r$, $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$, and $\eta_\pm$ the spin-up and spin-down spinors, write
$$\psi_\pm=\frac{1}{r\sqrt{4\pi}}\begin{pmatrix}P(r)\,\eta_\pm\\-iQ(r)\,\sigma_r\eta_\pm\end{pmatrix},\qquad\int_0^\infty(P^2+Q^2)\,dr=1 .$$
For a single determinant the self terms in direct and exchange energy cancel. The pair energy is $(++|--)-(+-|-+)$, where the first pair of labels belongs to electron 1.

*Coulomb.* Because $\sigma_r^2=1$ and $\eta_+^\dagger\eta_-=0$, the density $\psi_+^\dagger\psi_-$ vanishes, and with it the exchange term. The direct densities are spherical, and the angular average of $1/r_{12}$ is $1/r_>$, with $r_>$ the larger and $r_<$ the smaller radius. Primes denote functions of $r'$. Expanding $(P^2+Q^2)(P'^2+Q'^2)$ gives
$$E_{LL}=k\!\iint\!\frac{P^2P'^2}{r_>}\,dr\,dr',\quad E_{LS}=2k\!\iint\!\frac{P^2Q'^2}{r_>}\,dr\,dr',\quad E_{SS}=k\!\iint\!\frac{Q^2Q'^2}{r_>}\,dr\,dr' .$$
These are the energies of $(LL|LL)$, of $(LL|SS)$ with its mirror image, and of $(SS|SS)$.

*Gaunt.* The adjoint of the lower component is $+iQ\,\eta^\dagger\sigma_r$, so
$$\psi_a^\dagger\boldsymbol\alpha\psi_b=\frac{iPQ}{4\pi r^2}\,\eta_a^\dagger(\sigma_r\boldsymbol\sigma-\boldsymbol\sigma\sigma_r)\eta_b .$$
The commutator $[\sigma_j,\sigma_i]=2i\epsilon_{jik}\sigma_k$ gives $\sigma_r\boldsymbol\sigma-\boldsymbol\sigma\sigma_r=-2i\,\mathbf n\times\boldsymbol\sigma$. Hence
$$\psi_a^\dagger\boldsymbol\alpha\psi_b=\frac{PQ}{2\pi r^2}\,\mathbf n\times\mathbf s_{ab},\qquad \mathbf s_{ab}=\eta_a^\dagger\boldsymbol\sigma\eta_b .\tag{2}$$
The product of two such currents contains
$$(\mathbf n\times\mathbf a)\cdot(\mathbf n'\times\mathbf b)=(\mathbf n\cdot\mathbf n')(\mathbf a\cdot\mathbf b)-(\mathbf n\cdot\mathbf b)(\mathbf a\cdot\mathbf n').$$
In the multipole expansion of $1/r_{12}$, the components $n_in'_j$ select the dipole term $(r_</r_>^2)\,\mathbf n\cdot\mathbf n'$. Since the average of $n_in_l$ is $\delta_{il}/3$, the average of $n_in'_j/r_{12}$ is $\delta_{ij}\,r_</(9r_>^2)$. The product therefore averages to
$$\frac{3\,\mathbf a\cdot\mathbf b-\mathbf a\cdot\mathbf b}{9}\,\frac{r_<}{r_>^2}=\frac29\,\mathbf a\cdot\mathbf b\,\frac{r_<}{r_>^2}.$$
With the volume element, each current supplies $2PQ\,dr\,d\Omega/(4\pi)$. The two factors of 2 turn $2/9$ into $8/9$.

The spin vectors are $\mathbf s_{++}=(0,0,1)$, $\mathbf s_{--}=(0,0,-1)$, $\mathbf s_{+-}=(1,-i,0)$ and $\mathbf s_{-+}=(1,i,0)$. Thus $\mathbf s_{++}\cdot\mathbf s_{--}=-1$ and $\mathbf s_{+-}\cdot\mathbf s_{-+}=1+1=2$. Direct minus exchange, with the minus sign of $g_G$, gives
$$E_G=-\frac{8k}{9}\,(-1-2)\!\iint\!PQ\,P'Q'\,\frac{r_<}{r_>^2}\,dr\,dr'=\frac{8k}{3}\!\iint\!PQ\,P'Q'\,\frac{r_<}{r_>^2}\,dr\,dr' .\tag{3}$$
There are two factors $Q$ in $E_G$, as in $E_{LS}$, and four in $E_{SS}$.

**Leading coefficients**

To compare sizes as well as powers, take the nonrelativistic hydrogenic function $P=2(Z/a_0)^{3/2}\,r\,e^{-Zr/a_0}$, which neglects the repulsion in the orbital. Acting with $\boldsymbol\sigma\cdot\mathbf p$ on $(P/r)\eta$ gives $-i\hbar(P/r)'\sigma_r\eta$. Equation (1) then yields
$$Q=\frac{\hbar}{2mc}\left(P'-\frac Pr\right)=-\frac{\hbar Z}{2mca_0}\,P=-\frac{Z\alpha}{2}\,P ,$$
where $P'$ is here the derivative and $\hbar/(mca_0)=\alpha$ was used.

Two integrals remain. With $x=Zr/a_0$, $P^2dr=4x^2e^{-2x}dx$. Both integrands are symmetric, so I integrate over $r'<r$ and double:
$$\iint\frac{P^2P'^2}{r_>}\,dr\,dr'=\frac{8Z}{a_0}\int_0^\infty xe^{-2x}\left[1-e^{-2x}(1+2x+2x^2)\right]dx=\frac{8Z}{a_0}\left(\frac14-\frac{11}{64}\right)=\frac{5Z}{8a_0},$$
$$\iint P^2P'^2\frac{r_<}{r_>^2}\,dr\,dr'=\frac{8Z}{a_0}\int_0^\infty e^{-2x}\left[\frac32-e^{-2x}\left(2x^3+3x^2+3x+\frac32\right)\right]dx=\frac{8Z}{a_0}\left(\frac34-\frac{45}{64}\right)=\frac{3Z}{8a_0}.$$
The square brackets are $\int_0^x4s^2e^{-2s}ds$ and $\int_0^x4s^3e^{-2s}ds$. Inserting $Q=-(Z\alpha/2)P$,
$$E_{LS}\simeq2\cdot\frac{Z^2\alpha^2}{4}\cdot\frac{5Z}{8}E_h=\frac{5}{16}Z^3\alpha^2E_h,$$
$$E_G\simeq\frac83\cdot\frac{Z^2\alpha^2}{4}\cdot\frac{3Z}{8}E_h=\frac14Z^3\alpha^2E_h,$$
$$E_{SS}\simeq\frac{Z^4\alpha^4}{16}\cdot\frac{5Z}{8}E_h=\frac{5}{128}Z^5\alpha^4E_h .$$
The ratio that matters for the criticized scheme is
$$\frac{E_{SS}}{E_G}\simeq\frac{5}{32}(Z\alpha)^2 .\tag{4}$$
At this order Gaunt belongs with $(LL|SS)$ in both its power of $c$ and its power of $Z$.

**The error after the orbitals are solved again**

Omitting $(SS|SS)$ also changes the orbitals, so its expectation value is not quite the whole error. Multiply the $(SS|SS)$ term in the Dirac–Coulomb energy by $\lambda$. The self-consistent energy is stationary with respect to the orbitals, so its derivative is the explicit one, $dE/d\lambda=E_{SS}(\lambda)$. Therefore
$$E(0)-E(1)=-\int_0^1E_{SS}(\lambda)\,d\lambda=O(c^{-4}).$$

If Gaunt is added as a first-order expectation value, its change must be included. The $(SS|SS)$ part of the mean field acts on $\phi_S$ and is itself $O(c^{-2})$. In the bracket of (1) it is divided by $2mc^2$, so it changes $\phi_S$ by a relative amount $O(c^{-4})$. The term $c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_S$ passes a change of the same order to $\phi_L$. The Gaunt energy, already $O(c^{-2})$, changes by $O(c^{-6})$. The total error is thus $-E_{SS}$ at leading order.

**Numbers for Cd$^{46+}$**

The free ion Cd$^{46+}$ has two electrons and $Z=48$, so $Z\alpha=0.350$: relativity is strong, but an expansion is still useful. The orbitals are Dirac–Hartree–Fock orbitals for a point nucleus in 14 $s$ Gaussians, with Gaunt evaluated to first order. Correlation, virtual-pair effects, quantum-electrodynamic corrections, nuclear size and nuclear recoil are left out. In the table $c$ is multiplied by $s$, and $\Delta$ is the energy with Gaunt kept and $(SS|SS)$ dropped, minus the energy with both kept. Energies are in eV.

| $s$ | $E_{LS}$ | $E_G$ | $E_{SS}$ | $\Delta$ |
|---|---|---|---|---|
| 1 | 51.53 | 40.81 | 0.8327 | −0.8311 |
| 2 | 12.43 | 9.910 | 0.04782 | −0.04780 |
| 4 | 3.080 | 2.460 | 0.002929 | −0.002929 |
| 8 | 0.7683 | 0.6141 | 0.0001822 | −0.0001822 |

From $s=4$ to $s=8$, Gaunt falls by $2.460/0.6141=4.01$, close to $2^2$. The $(SS|SS)$ energy falls by $0.002929/0.0001822=16.1$, close to $2^4$. The corresponding powers of $c$ are $-2.002$ and $-4.007$, and that of $E_{LS}$ is $-2.003$. In this calculation the integrals are independent of $c$, so the powers are not built into them. They arise when the orbitals are solved.

Between $s=1$ and $s=2$ the powers are $-2.042$ for Gaunt and $-4.122$ for $(SS|SS)$. Their distances from $-2$ and $-4$ shrink by roughly four at each further doubling, as expected for corrections of relative order $(Z\alpha)^2$.

At the physical $c$, $\Delta$ is 2.0% of the Gaunt energy in magnitude. Equation (4) gives $5(0.350)^2/32=0.019$, against the self-consistent ratio $E_{SS}/E_G=0.8327/40.81=0.020$. The error also follows $-E_{SS}$ to about 0.2%.

The basis is not complete. For hydrogenic orbitals its one-electron energy sum lies 0.44 eV from the exact Dirac value, an error comparable with $E_{SS}$ itself. This does not spoil the comparison, which concerns class energies and differences within one basis. For the same hydrogenic orbitals, the Gaussian spinor integrals and separate radial quadrature both give $E_{SS}=0.859$ eV, and both give $E_G=41.63$ eV. The numerical check tests this agreement and the powers of $c$.

The table also turns the objection around. Keeping the full Coulomb interaction and omitting Gaunt retains a $c^{-4}$ term of 0.83 eV while discarding a $c^{-2}$ term of 40.8 eV. The mean-field Dirac–Coulomb model with positive-energy orbitals, as used here, is well defined, but it is not complete through order $c^{-2}$.

**What remains of the objection**

First, Gaunt is not in general the whole magnetic interaction at order $c^{-2}$. The frequency-independent Breit interaction adds the gauge part
$$g_{\rm gauge}=\frac{k}{2r_{12}}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n_{12})(\boldsymbol\alpha_2\cdot\mathbf n_{12})\right],$$
where $\mathbf n_{12}$ is the unit vector between the electrons. It has one $\boldsymbol\alpha$ per electron, so the same count gives $c^{-2}$. An author who wants all first-order interaction terms at that order should include it before $(SS|SS)$.

For $1s^2$ it happens to vanish. The tensor contracted with the two currents is $(\delta_{ij}-n_in_j)/r_{12}=\partial_i\partial_jr_{12}$, with $n_i$ here the components of $\mathbf n_{12}$. Integration by parts moves one derivative onto a current. The current (2) has the form $F(r)\,\mathbf r\times\mathbf s$, and
$$\nabla\cdot(F\,\mathbf r\times\mathbf s)=\frac{F'}{r}\,\mathbf r\cdot(\mathbf r\times\mathbf s)+F\,\mathbf s\cdot(\nabla\times\mathbf r)=0 .$$
For two orbitals of different energy in a common local potential, the Dirac equation gives instead
$$\nabla\cdot(\psi_a^\dagger\boldsymbol\alpha\psi_b)=\frac{i(\varepsilon_b-\varepsilon_a)}{\hbar c}\,\psi_a^\dagger\psi_b .$$
This need not vanish, so the cancellation cannot be carried over to exchange between different shells.

Second, order is not size. For the $1s^2$ shell at leading order, the ratio of the $(SS|SS)$ energy to the Gaunt energy grows as $Z^2$, and the $(SS|SS)$ energy itself grows as $Z^5$. An error of 0.83 eV is small beside the Gaunt energy, but may be far too large for the purpose of a calculation. Whether it cancels in an energy difference must be checked for that difference. The one-centre example also does not show what happens between atoms. Take two spherical closed shells that do not overlap, at distance $R$, each with $q_S$ electrons in its small components. The $(SS|SS)$ energy between them is the long-range repulsion $kq_S^2/R$. The direct Gaunt energy between them vanishes, because a closed shell has no net current (for $1s^2$, $\mathbf s_{++}+\mathbf s_{--}=0$), and the exchange part dies with the overlap. With $q_S=2\times0.0313$ for the ion above, $kq_S^2/R$ is 0.053 eV at $R=2a_0$. This term is still of order $c^{-4}$, but between such centres it can outweigh Gaunt in the dependence of the energy on distance. When $Z\alpha$ is no longer small, equation (4) is only a rough guide, and the powers of $c$ alone do not tell how large the omitted energy is.

Third, adding $(SS|SS)$ does not by itself complete the order $c^{-4}$. Two Gaunt matrix elements between positive-energy states, each $O(c^{-2})$, give a second-order energy of order $c^{-4}$ when divided by an excitation energy that stays finite.

The authors of the argument may therefore ask for $(SS|SS)$ on grounds of accuracy, with an estimate for the system at hand. The charge of inconsistency by order should be withdrawn: the scheme keeps a $c^{-2}$ contribution and drops a $c^{-4}$ one.

## Numbers as computed

```
nuclear charge Z = 48, electrons = 2
physical c = 137.035999 atomic units; Z*alpha = 0.35027
s Gaussians = 14, exponent ratio = 2.6
smallest exponent = 115.20 bohr^-2
largest exponent = 2.8583e+07 bohr^-2
Hydrogenic 1s^2, no repulsion in the orbitals, physical c:
  one-electron sum, Gaussian basis = -64745.497 eV
  one-electron sum, exact Dirac    = -64745.937 eV
  (LL|LL): Gaussian 802.9678 eV, radial 802.9787 eV
  (LL|SS): Gaussian 52.5338 eV, radial 52.5347 eV
  Gaunt: Gaussian 41.6323 eV, radial 41.6328 eV
  (SS|SS): Gaussian 0.8593 eV, radial 0.8593 eV
Self-consistent 1s^2, Dirac-Hartree-Fock orbitals:
  Dirac-Coulomb energy, physical c = -63892.513 eV
  c scaled by 1:
    (LL|LL) 797.24 eV, (LL|SS) 51.531 eV, Gaunt 40.807 eV, (SS|SS) 0.8327 eV
    small-component weight = 3.1258e-02
    error, Gaunt kept and (SS|SS) dropped = -8.3106e-01 eV
  c scaled by 2:
    (LL|LL) 807.06 eV, (LL|SS) 12.425 eV, Gaunt 9.9096 eV, (SS|SS) 0.047818 eV
    small-component weight = 7.6273e-03
    error, Gaunt kept and (SS|SS) dropped = -4.7795e-02 eV
  c scaled by 4:
    (LL|LL) 809.49 eV, (LL|SS) 3.0796 eV, Gaunt 2.4604 eV, (SS|SS) 0.002929 eV
    small-component weight = 1.8958e-03
    error, Gaunt kept and (SS|SS) dropped = -2.9287e-03 eV
  c scaled by 8:
    (LL|LL) 810.09 eV, (LL|SS) 0.76827 eV, Gaunt 0.61406 eV, (SS|SS) 0.00018215 eV
    small-component weight = 4.7327e-04
    error, Gaunt kept and (SS|SS) dropped = -1.8215e-04 eV
Powers of c between scales 1-2, 2-4, 4-8:
  (LL|LL): 0.018, 0.004, 0.001
  (LL|SS): -2.052, -2.012, -2.003
  Gaunt: -2.042, -2.010, -2.002
  (SS|SS): -4.122, -4.029, -4.007
  small weight: -2.035, -2.008, -2.002
  dropping error: -4.120, -4.029, -4.007
(SS|SS)/Gaunt, self-consistent = 0.02041
(5/32)(Z alpha)^2, leading ratio = 0.01917
```
